**Traces of Jz, the Brillouin function and Bernoulli polynomials**

For a multiplet with quantum number $j$ and $\hbar=1$, the program tests $\mathrm{Tr}\,e^{xJ_z}=\sinh[(j+\tfrac12)x]/\sinh(x/2)$, where $x$ is the level spacing divided by $kT$. It asserts that this trace and the Brillouin form of the thermal mean agree with matrix exponentials along a tilted axis, for $j$ from 1/2 to 4. Finite differences of explicit sums confirm the Curie slope $j(j+1)/3$, the cubic coefficient and the fluctuation rule. Further assertions cover the zero of the trace that limits the power series, the approach to saturation and the classical limit. In rational arithmetic, $\mathrm{Tr}\,J_z^p$ is compared with its Bernoulli polynomial formula for $p$ from 0 to 10 and $j$ from 0 to 4. For a free Gd$^{3+}$ ion with $j=7/2$, $g=2$ and a spacing of 0.0005 eV, the output gives $\langle J_z\rangle=2.108$ at $kT=0.001$ eV and $0.2618$ at $kT=0.01$ eV. The Curie line exceeds these values by 24.5% and 0.27%.

## Check in Python

```python
"""
Result under test, for one angular momentum multiplet j (hbar = 1):
  Z(x) = Tr exp(x Jz) = sinh((j+1/2)x) / sinh(x/2)
  <Jz> = d ln Z/dx = j * Brillouin_j(j x), with slope j(j+1)/3 at x = 0
  Tr Jz^p = [B_{p+1}(j+1) - B_{p+1}(-j)] / (p+1), B_n = Bernoulli polynomial
Symbols: m = eigenvalue of Jz, x = level spacing / kT, y = j x.
Explicit sums and matrices are compared with the closed formulas.
"""
import math
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.linalg import expm
from scipy import constants as const

mp.mp.dps = 40


def m_values(twice_j):
    return [mp.mpf(k) / 2 for k in range(-twice_j, twice_j + 1, 2)]


def partition_sum(twice_j, x):
    return mp.fsum(mp.exp(m * x) for m in m_values(twice_j))


def mean_sum(twice_j, x):
    weighted = mp.fsum(m * mp.exp(m * x) for m in m_values(twice_j))
    return weighted / partition_sum(twice_j, x)


def partition_closed(j, x):
    return mp.sinh((j + mp.mpf(1) / 2) * x) / mp.sinh(mp.mpf(x) / 2)


def brillouin(j, y):
    a = (2 * j + 1) / (2 * j)
    b = 1 / (2 * j)
    return a * mp.coth(a * y) - b * mp.coth(b * y)


def spin_matrices(twice_j):
    j = twice_j / 2
    m = j - np.arange(twice_j + 1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    jx = (raising + raising.T) / 2
    jy = (raising - raising.T) / 2j
    return jx, jy, np.diag(m)


# Bernoulli polynomials from B_n' = n B_{n-1} and zero mean on [0, 1]
u = sp.symbols("u")
bern = [sp.Integer(1)]
for n in range(1, 14):
    primitive = sp.integrate(n * bern[-1], u)
    bern.append(sp.expand(primitive - sp.integrate(primitive, (u, 0, 1))))

# The polynomials obey the generating function and the reflection rule
t_test, u_test = 0.7, 2.3
series = sum(float(b.subs(u, u_test)) * t_test**n / math.factorial(n)
             for n, b in enumerate(bern))
generating = t_test * math.exp(u_test * t_test) / math.expm1(t_test)
assert abs(series - generating) < 1e-9
for n, b in enumerate(bern):
    assert sp.expand(b.subs(u, 1 - u) - (-1)**n * b) == 0

# Partition function and thermal mean along a tilted axis, from matrices
axis = (0.48, 0.60, 0.64)
for twice_j in range(1, 9):
    jx, jy, jz = spin_matrices(twice_j)
    assert np.allclose(jx @ jy - jy @ jx, 1j * jz, atol=1e-12)
    j = mp.mpf(twice_j) / 2
    j_axis = axis[0] * jx + axis[1] * jy + axis[2] * jz
    for x in (-1.3, 0.2, 0.5, 2.0):
        boltzmann = expm(x * j_axis)
        z_matrix = np.trace(boltzmann).real
        mean_matrix = np.trace(j_axis @ boltzmann).real / z_matrix
        assert abs(z_matrix / float(partition_closed(j, x)) - 1) < 1e-10
        assert abs(mean_matrix - float(j * brillouin(j, j * x))) < 1e-10
    # isotropy of the second moment
    for component in (jx, jy, jz):
        second = np.trace(component @ component).real
        assert abs(second - float(j * (j + 1) * (2 * j + 1) / 3)) < 1e-10

# Slopes, cubic term, fluctuation rule, zero of Z, saturation
for twice_j in range(1, 9):
    j = mp.mpf(twice_j) / 2
    h = mp.mpf("1e-6")
    f = [mean_sum(twice_j, k * h) for k in (-2, -1, 1, 2)]
    slope = (f[2] - f[1]) / (2 * h)
    third = (f[3] - 2 * f[2] + 2 * f[1] - f[0]) / (2 * h**3)
    assert abs(slope - j * (j + 1) / 3) < 1e-8
    cubic = -j * (j + 1) * (2 * j**2 + 2 * j + 1) / 90
    assert abs(third / 6 - cubic) < 1e-6
    slope_y = (mean_sum(twice_j, h / j) - mean_sum(twice_j, -h / j)) / (2 * h * j)
    assert abs(slope_y - (j + 1) / (3 * j)) < 1e-8
    x0 = mp.mpf("0.5")
    derivative = (mean_sum(twice_j, x0 + h) - mean_sum(twice_j, x0 - h)) / (2 * h)
    square = mp.fsum(m**2 * mp.exp(m * x0) for m in m_values(twice_j))
    variance = square / partition_sum(twice_j, x0) - mean_sum(twice_j, x0)**2
    assert abs(derivative - variance) < 1e-8
    radius = 2 * mp.pi / (2 * j + 1)
    assert abs(partition_sum(twice_j, mp.mpc(0, radius))) < 1e-30
    for fraction in np.linspace(0.0, 0.98, 50):
        assert abs(partition_sum(twice_j, mp.mpc(0, radius * fraction))) > 1e-3
    assert abs((j - mean_sum(twice_j, 14)) * mp.exp(14) - 1) < 1e-4

# Two-level case and classical limit at fixed y
assert abs(mean_sum(1, 0.8) - mp.tanh(mp.mpf(0.8) / 2) / 2) < 1e-25
y_test = mp.mpf("1.5")
langevin = mp.coth(y_test) - 1 / y_test
errors = []
for j_large in (200, 400):
    errors.append(mean_sum(2 * j_large, y_test / j_large) / j_large - langevin)
assert abs(errors[1]) < 1e-3 and abs(errors[0] / errors[1] - 2) < 0.02


# Power traces in exact rational arithmetic, integer and half-integer j
def power_trace(j, p):
    upper = bern[p + 1].subs(u, j + 1)
    lower = bern[p + 1].subs(u, -j)
    return sp.Rational(upper - lower) / (p + 1)


for twice_j in range(0, 9):
    j = sp.Rational(twice_j, 2)
    ms = [sp.Rational(k, 2) for k in range(-twice_j, twice_j + 1, 2)]
    for p in range(0, 11):
        direct = sum(m**p for m in ms)
        assert direct == power_trace(j, p)
        parity_form = 0 if p % 2 else 2 * bern[p + 1].subs(u, j + 1) / (p + 1)
        assert direct == parity_form
    fourth = j * (j + 1) * (2 * j + 1) * (3 * j**2 + 3 * j - 1) / 15
    assert sum(m**4 for m in ms) == fourth
assert sp.expand(bern[3] - u * (u - sp.Rational(1, 2)) * (u - 1)) == 0

# Worked example: free Gd3+ ion, seven parallel 4f spins, L = 0
twice_j = 7
j = mp.mpf(twice_j) / 2
g_factor = 2.0
spacing = 0.0005
k_ev = const.k / const.e
mu_b_ev = const.physical_constants["Bohr magneton in eV/T"][0]
print("Free Gd3+ ion: j =", float(j), " g =", g_factor)
print(f"Level spacing Delta = {spacing:.4f} eV")
print(f"Field for this spacing = {spacing / (g_factor * mu_b_ev):.3f} T")
curie = j * (j + 1) / 3
cubic = -j * (j + 1) * (2 * j**2 + 2 * j + 1) / 90
print(f"Curie slope of <Jz> in x, j(j+1)/3 = {float(curie):.4f}")
print(f"Slope of B_j(y) in y, (j+1)/(3j) = {float((j + 1) / (3 * j)):.6f}")
print(f"Coefficient of x^3 in <Jz> = {float(cubic):.6f}")
print(f"Series converges for |x| < {float(2 * mp.pi / (2 * j + 1)):.4f}")
for kt in (0.001, 0.01):
    x = spacing / kt
    z = partition_sum(twice_j, x)
    mean = mean_sum(twice_j, x)
    energy = -spacing * mean
    beta, step = 1 / kt, 1e-3
    log_up = mp.log(partition_closed(j, (beta + step) * spacing))
    log_down = mp.log(partition_closed(j, (beta - step) * spacing))
    assert abs(energy + (log_up - log_down) / (2 * step)) < 1e-10
    print(f"--- kT = {kt:.3f} eV (T = {kt / k_ev:.2f} K), x = {x:.3f}")
    print(f"Z by explicit sum = {float(z):.6f}")
    print(f"Z by closed form  = {float(partition_closed(j, x)):.6f}")
    print(f"<Jz> by explicit sum = {float(mean):.6f}")
    print(f"<Jz> by Brillouin    = {float(j * brillouin(j, j * x)):.6f}")
    print(f"Saturation fraction <Jz>/j = {float(mean / j):.6f}")
    print(f"Curie line value = {float(curie * x):.6f}")
    print(f"Curie line excess over <Jz> = {float(100 * (curie * x / mean - 1)):.3f} %")
    print(f"Curie plus cubic term = {float(curie * x + cubic * x**3):.6f}")
    print(f"Mean energy = {float(energy):.4e} eV")
    print(f"Population of m = +7/2: {float(mp.exp(j * x) / z):.5f}")
    print(f"Population of m = -7/2: {float(mp.exp(-j * x) / z):.5f}")
print("--- Power traces for j = 7/2, Bernoulli argument u = 9/2")
j_exact = sp.Rational(7, 2)
for p in (2, 4, 6):
    value = bern[p + 1].subs(u, j_exact + 1)
    trace = power_trace(j_exact, p)
    print(f"B_{p + 1}(9/2) = {value} ; Tr Jz^{p} = {trace} = {float(trace):.5f}")
print(f"Tr Jz^2/(2j+1) = {float(power_trace(j_exact, 2) / 8):.4f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
Free Gd3+ ion: j = 3.5  g = 2.0
Level spacing Delta = 0.0005 eV
Field for this spacing = 4.319 T
Curie slope of <Jz> in x, j(j+1)/3 = 5.2500
Slope of B_j(y) in y, (j+1)/(3j) = 0.428571
Coefficient of x^3 in <Jz> = -5.687500
Series converges for |x| < 0.7854
--- kT = 0.001 eV (T = 11.60 K), x = 0.500
Z by explicit sum = 14.357417
Z by closed form  = 14.357417
<Jz> by explicit sum = 2.107765
<Jz> by Brillouin    = 2.107765
Saturation fraction <Jz>/j = 0.602219
Curie line value = 2.625000
Curie line excess over <Jz> = 24.540 %
Curie plus cubic term = 1.914062
Mean energy = -1.0539e-03 eV
Population of m = +7/2: 0.40081
Population of m = -7/2: 0.01210
--- kT = 0.010 eV (T = 116.05 K), x = 0.050
Z by explicit sum = 8.052601
Z by closed form  = 8.052601
<Jz> by explicit sum = 0.261792
<Jz> by Brillouin    = 0.261792
Saturation fraction <Jz>/j = 0.074798
Curie line value = 0.262500
Curie line excess over <Jz> = 0.271 %
Curie plus cubic term = 0.261789
Mean energy = -1.3090e-04 eV
Population of m = +7/2: 0.14793
Population of m = -7/2: 0.10425
--- Power traces for j = 7/2, Bernoulli argument u = 9/2
B_3(9/2) = 63 ; Tr Jz^2 = 42 = 42.00000
B_5(9/2) = 3885/4 ; Tr Jz^4 = 777/2 = 388.50000
B_7(9/2) = 234507/16 ; Tr Jz^6 = 33501/8 = 4187.62500
Tr Jz^2/(2j+1) = 5.2500
ALL CHECKS PASSED
```
